# Odd flexoelectric polarization and its vanishing integral across an Ising wall: test program

```python
"""
Result under test: in a 180-degree Ising wall with odd Pz(x), the coupling
-lam*Px*d(Pz^2)/dx induces an odd normal component Px(x), so int Px dx = 0,
provided the stiffness operator of Px is positive.
Symbols: x wall normal, Ps bulk polarization, w wall half-width,
A, B Landau coefficients of Pz, g and h gradient coefficients of Pz and Px,
a + b*Pz^2 stiffness of Px, d its quartic coefficient, eps_b background
relative permittivity, lam effective flexoelectric coupling.
Scaled: X = x/w, p = Pz/Ps, n = Px/Ps, energies in |A|*Ps^2.
kappa = (a + 1/(eps0*eps_b))/|A|, beta = b*Ps^2/|A|, eta = h/(|A|*w^2),
gamma = d*Ps^2/|A|, Lam = lam*Ps/(w*|A|).
"""
import numpy as np
import sympy as sy
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import quad
from scipy.constants import epsilon_0, k as k_B, e as q_e


def check_strain_elimination():
    """Euler equations with explicit strains against the reduced equations."""
    x = sy.symbols("x")
    A0, B0, a0, b0, d0, g0, h0, c, r, q, qx, f, C, s, F, eps = sy.symbols(
        "A0 B0 a0 b0 d0 g0 h0 c r q qx f C s F eps", positive=True)
    X, Z, dX, dZ, u, e = sy.symbols("X Z dX dZ u e")
    W = (A0*Z**2/2 + B0*Z**4/4 + a0*X**2/2 + b0*X**2*Z**2/2 + d0*X**4/4
         + g0*dZ**2/2 + h0*dX**2/2 + X**2/(2*eps)
         + c*u**2/2 + r*u - (q*Z**2 + qx*X**2)*u + f*u*dX
         + C*e**2/2 - s*X*Z*e + F*e*dZ)
    strains = sy.solve([sy.diff(W, u), sy.diff(W, e)], [u, e], dict=True)[0]
    Px, Pz = sy.Function("Px")(x), sy.Function("Pz")(x)
    fields = {X: Px, Z: Pz, dX: Px.diff(x), dZ: Pz.diff(x)}

    def on_wall(expr):
        return expr.subs(strains).subs(fields)

    euler_x = on_wall(sy.diff(W, X)) - sy.diff(on_wall(sy.diff(W, dX)), x)
    euler_z = on_wall(sy.diff(W, Z)) - sy.diff(on_wall(sy.diff(W, dZ)), x)
    lam = q*f/c - s*F/(2*C)
    b = b0 - 2*q*qx/c - s**2/C
    reduced_x = ((a0 + 2*r*qx/c + 1/eps)*Px + b*Pz**2*Px
                 + (d0 - 2*qx**2/c)*Px**3 - (h0 - f**2/c)*Px.diff(x, 2)
                 - lam*sy.diff(Pz**2, x))
    reduced_z = ((A0 + 2*r*q/c)*Pz + (B0 - 2*q**2/c)*Pz**3
                 - (g0 - F**2/C)*Pz.diff(x, 2) + b*Px**2*Pz
                 + 2*lam*Pz*Px.diff(x))
    assert sy.expand((euler_x - reduced_x).doit()) == 0
    assert sy.expand((euler_z - reduced_z).doit()) == 0


def difference_matrices(X):
    step, N = X[1] - X[0], len(X)
    D1 = sp.diags([-1.0, 1.0], [-1, 1], shape=(N, N), format="csr")/(2*step)
    D2 = sp.diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(N, N),
                  format="csr")/step**2
    return D1, D2


def coupled_wall(X, kappa, beta, eta, gamma, Lam, p, n):
    """Newton solution for p and n; only the wall position p(0)=0 is pinned."""
    D1, D2 = difference_matrices(X)
    N, centre = len(X), int(np.argmin(abs(X)))
    free_p, free_n = np.ones(N), np.ones(N)
    free_p[[0, centre, -1]] = 0
    free_n[[0, -1]] = 0
    target = np.zeros(N)
    target[0], target[-1] = -1, 1
    p, n = p.copy(), n.copy()
    for _ in range(50):
        slope = D1 @ n
        Fp = -p + p**3 - 0.5*(D2 @ p) + beta*n**2*p + 2*Lam*p*slope
        Fn = (kappa*n + beta*p**2*n + gamma*n**3 - eta*(D2 @ n)
              - Lam*(D1 @ p**2))
        Jpp = sp.diags(-1 + 3*p**2 + beta*n**2 + 2*Lam*slope) - 0.5*D2
        Jpn = sp.diags(2*beta*n*p) + sp.diags(2*Lam*p) @ D1
        Jnp = sp.diags(2*beta*n*p) - Lam*(D1 @ sp.diags(2*p))
        Jnn = sp.diags(kappa + beta*p**2 + 3*gamma*n**2) - eta*D2
        Mp, Mn = sp.diags(free_p), sp.diags(free_n)
        J = sp.bmat([[Mp @ Jpp + sp.diags(1 - free_p), Mp @ Jpn],
                     [Mn @ Jnp, Mn @ Jnn + sp.diags(1 - free_n)]],
                    format="csc")
        residual = np.concatenate([np.where(free_p > 0, Fp, p - target),
                                   np.where(free_n > 0, Fn, n)])
        change = spsolve(J, -residual)
        p += change[:N]
        n += change[N:]
        if np.max(abs(change)) < 1e-11:
            return p, n, Fp[centre]
    raise AssertionError("coupled wall did not converge")


def normal_component(X, p, kappa, beta, eta, gamma, Lam, n):
    """Newton solution for n in a given profile p; kappa may depend on X."""
    D1, D2 = difference_matrices(X)
    free = np.ones(len(X))
    free[[0, -1]] = 0
    n = n.copy()
    for _ in range(60):
        Fn = (kappa*n + beta*p**2*n + gamma*n**3 - eta*(D2 @ n)
              - Lam*(D1 @ p**2))
        J = sp.diags(kappa + beta*p**2 + 3*gamma*n**2) - eta*D2
        J = (sp.diags(free) @ J + sp.diags(1 - free)).tocsc()
        change = spsolve(J, -np.where(free > 0, Fn, n))
        n += change
        if np.max(abs(change)) < 1e-11:
            return n
    raise AssertionError("normal component did not converge")


check_strain_elimination()

# Round model inputs in the rough regime of a ferroelectric hafnia film (SI)
Ps, w, film = 0.25, 0.5e-9, 10e-9
chi_z, chi_x_bulk, chi_x_centre, eps_b = 25.0, 25.0, 50.0, 5.0
f_normal, Q_normal = 3.0, 0.05       # f in V, q/c in m^4/C^2
F_shear, Q_shear = 1.0, 0.04         # F in V, s/C in m^4/C^2
T, bias, breakdown = 300.0, 0.5e8, 4e8
carriers, eps_static = 1e24, 30.0
screening_length, plane_spacing = 0.005e-9, 0.25e-9

absA = 1/(2*epsilon_0*chi_z)
B = absA/Ps**2
g = absA*w**2/2
h = g
a = 1/(epsilon_0*chi_x_centre)
b = (1/(epsilon_0*chi_x_bulk) - a)/Ps**2
depol = 1/(epsilon_0*eps_b)
lam = f_normal*Q_normal - F_shear*Q_shear/2
kappa, beta = (a + depol)/absA, b*Ps**2/absA
eta, gamma = h/(absA*w**2), B*Ps**2/absA
Lam = lam*Ps/(w*absA)

# Unequal left and right ends and a lopsided start: parity is not imposed
X = np.linspace(-11, 14, 1001)
dX = X[1] - X[0]
i0 = int(np.argmin(abs(X)))
tanh_wall, zero = np.tanh(X), np.zeros_like(X)
start_p = tanh_wall + 0.1*np.exp(-(X - 1)**2)
start_n = 0.05*np.exp(-(X + 0.5)**2)
p, n, pinned_residual = coupled_wall(X, kappa, beta, eta, gamma, Lam,
                                     start_p, start_n)
peak = np.max(abs(n))
window = slice(i0 - 440, i0 + 441)
odd_error = np.max(abs(n[window] + n[window][::-1]))/peak
integral_ratio = abs(np.sum(n))/np.sum(abs(n))
assert abs(pinned_residual) < 1e-6
assert odd_error < 1e-5 and integral_ratio < 1e-5
assert np.max(abs(p[window] + p[window][::-1])) < 1e-7

# Cause: no coupling gives no Px, reversed coupling reverses Px
p_off, n_off, _ = coupled_wall(X, kappa, beta, eta, gamma, 0.0,
                               start_p, start_n)
p_rev, n_rev, _ = coupled_wall(X, kappa, beta, eta, gamma, -Lam,
                               start_p, start_n)
assert np.max(abs(n_off)) < 1e-9
assert np.max(abs(n_rev + n)) < 1e-6*peak
assert np.max(abs(p_off - tanh_wall)) < 3e-4   # second-order grid error
back_action = np.max(abs(p - p_off))

# Constant stiffness: Green-function quadrature and surviving first moment
n_const = normal_component(X, tanh_wall, kappa, 0, eta, 0, Lam, zero)
decay = np.sqrt(kappa/eta)
for j in (i0 - 50, i0 + 30):
    def integrand(Y, X0=X[j]):
        source = 2*Lam*np.tanh(Y)/np.cosh(Y)**2
        return np.exp(-decay*abs(X0 - Y))*source/(2*np.sqrt(eta*kappa))
    green = quad(integrand, -12, 12, points=[X[j]], limit=200)[0]
    assert abs(green/n_const[j] - 1) < 5e-3    # second-order grid error
for eta_test in (eta, 4*eta):
    trial = normal_component(X, tanh_wall, kappa, 0, eta_test, 0, Lam, zero)
    assert abs(np.sum(X*trial)*dX/(2*Lam/kappa) - 1) < 1e-5

# Failure case 1: one-sided stiffness, equal Pz^2 on both sides
one_sided = np.where(X > 0, 1.5*kappa, kappa)
n_side = normal_component(X, tanh_wall, one_sided, 0, eta, 0, Lam, zero)
side_ratio = abs(np.sum(n_side))/np.sum(abs(n_side))
assert side_ratio > 0.05

# Failure case 2: bias makes |Pz| unequal on the two sides
roots = np.sort(np.roots([1, 0, -1, -bias/(absA*Ps)]).real)
mean, half = (roots[2] + roots[0])/2, (roots[2] - roots[0])/2
p_bias = mean + half*np.tanh(half*X)
n_flat = normal_component(X, p_bias, kappa, 0, eta, 0, Lam, zero)
expected = Lam*(roots[2]**2 - roots[0]**2)/kappa
assert abs(np.sum(n_flat)*dX/expected - 1) < 1e-4
n_bias = normal_component(X, p_bias, kappa, beta, eta, gamma, Lam, zero)


# Failure case 3: negative lowest stiffness gives a spontaneous component
def lowest_formula(k0, b0, e0):
    nu = (-1 + np.sqrt(1 + 4*b0/e0))/2
    return k0 + b0 - e0*nu**2


def lowest_numeric(k0, b0, e0):
    diagonal = k0 + b0*tanh_wall**2 + 2*e0/dX**2
    off = np.full(len(X) - 1, -e0/dX**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def energy(m, k0, b0, e0, g0):
    slope, source = np.gradient(m, dX), np.gradient(tanh_wall**2, dX)
    return dX*np.sum((k0 + b0*tanh_wall**2)*m**2/2 + g0*m**4/4
                     + e0*slope**2/2 - Lam*m*source)


soft = (-1.5, 3.0, 0.5)
for case in (soft, (kappa, beta, eta), (a/absA, beta, eta)):
    assert abs(lowest_formula(*case) - lowest_numeric(*case)) < 2e-3
assert lowest_numeric(*soft) < 0 < lowest_numeric(kappa, beta, eta)
n_neel = normal_component(X, tanh_wall, *soft, 1.0, Lam,
                          0.85/np.cosh(X)**2)
n_odd = normal_component(X, tanh_wall, *soft, 1.0, Lam, zero)
assert abs(np.sum(n_neel)*dX) > 0.1
assert abs(np.sum(n_odd)*dX) < 1e-5
assert energy(n_neel, *soft, 1.0) < energy(n_odd, *soft, 1.0) - 1e-3

# Sizes for the example
n_free = normal_component(X, tanh_wall, a/absA, beta, eta, gamma, Lam, zero)
source = 2*Lam*tanh_wall/np.cosh(X)**2
local_peak = np.max(source/(kappa + beta*tanh_wall**2))
to_uC = Ps*100
to_mV = Ps*w*depol*1e3
well = (np.sum(n[:i0]) + n[i0]/2)*dX*to_mV
Xc = np.arange(-22, 29)*plane_spacing/w
pc, nc, _ = coupled_wall(Xc, kappa, beta, eta, gamma, Lam,
                         np.tanh(Xc), np.zeros_like(Xc))
coarse_ratio = abs(np.sum(nc))/np.sum(abs(nc))
assert coarse_ratio < 1e-5
K_bulk = a + b*Ps**2 + depol
thermal = np.sqrt(k_B*T/(K_bulk*(2*w)**3))
area = k_B*T/(K_bulk*2*w*(peak*Ps)**2)
debye = np.sqrt(epsilon_0*eps_static*k_B*T/(q_e**2*carriers))

# Stray lateral field at the wall, a quarter of the film below an electrode
V_surface = Ps*screening_length/epsilon_0
strip = quad(lambda t: np.sinh(t/4)/np.sinh(t/2), 1e-9, 200, limit=200)[0]
stray = 2*V_surface/(np.pi*film)*strip
assert abs(stray/(2*V_surface/film/np.tan(np.pi/4)) - 1) < 1e-6
stray_P = stray/(a + b*Ps**2)

print(f"Ps = {Ps*100:.1f} uC/cm2; w = {w*1e9:.2f} nm; film {film*1e9:.0f} nm")
print(f"chi_z = {chi_z:.0f}; chi_x bulk {chi_x_bulk:.0f},"
      f" wall centre {chi_x_centre:.0f}; eps_b = {eps_b:.0f}")
print(f"f = {f_normal:.1f} V; q/c = {Q_normal:.3f} m4/C2")
print(f"F = {F_shear:.1f} V; s/C = {Q_shear:.3f} m4/C2")
print(f"lambda = {lam:.3f} V m4/C2")
print(f"|A| = {absA:.4e} m/F; B = {B:.4e} m5/(F C2)")
print(f"g = h = {g:.4e} m3/F; a = {a:.4e} m/F; b = {b:.4e} m5/(F C2)")
print(f"1/(eps0 eps_b) = {depol:.4e} m/F")
print(f"scaled kappa = {kappa:.3f}, beta = {beta:.3f}, eta = {eta:.3f},"
      f" gamma = {gamma:.3f}, Lam = {Lam:.5f}")
print(f"Landau coercive field = {2*absA*Ps/3**1.5/1e8:.2f} MV/cm")
print(f"peak flexoelectric field = {max(source)*absA*Ps/1e8:.4f} MV/cm")
print("Profile: x (nm), Pz (uC/cm2), Px (uC/cm2)")
for j in (-80, -40, -20, 0, 20, 40, 80):
    value = n[i0 + j]*to_uC
    value = 0.0 if abs(value) < 1e-7 else value
    print(f"  {X[i0+j]*w*1e9:6.2f} {p[i0+j]*to_uC:9.3f} {value:10.5f}")
print(f"peak |Px| = {peak*to_uC:.5f} uC/cm2 at |x| ="
      f" {abs(X[np.argmax(abs(n))])*w*1e9:.3f} nm")
print(f"peak |Px|/Ps = {peak*100:.3f} %")
print(f"local estimate of peak, no h term = {local_peak*to_uC:.5f} uC/cm2")
print(f"peak without depolarizing field = {max(abs(n_free))*to_uC:.4f} uC/cm2")
print(f"suppression by depolarizing field = {max(abs(n_free))/peak:.2f} times")
print(f"relative oddness error = {odd_error:.1e}")
print(f"|int Px dx| / int |Px| dx = {integral_ratio:.1e}")
print(f"int x Px dx = {np.sum(X*n)*dX*to_uC*(w*1e9)**2:.5f} uC/cm2 nm2")
print(f"same, constant K = a+1/(eps0 eps_b): "
      f"{2*Lam/kappa*to_uC*(w*1e9)**2:.5f} uC/cm2 nm2")
print(f"potential at wall centre = {well:.3f} mV")
print(f"potential step across wall below {abs(np.sum(n))*dX*to_mV+1e-6:.0e} mV")
print(f"lowest stiffness/|A|: {lowest_numeric(kappa, beta, eta):.3f};"
      f" no depolarization {lowest_numeric(a/absA, beta, eta):.3f}")
print(f"soft test case (kappa -1.5, beta 3, eta 0.5): lowest"
      f" {lowest_numeric(*soft):.3f}, int n dX = {np.sum(n_neel)*dX:.3f}")
print(f"stiffness 1.5 times larger on one side: |int|/int|.| = {side_ratio:.3f}")
print(f"bias {bias/1e8:.1f} MV/cm: Pz = {roots[0]*to_uC:.2f} and"
      f" {roots[2]*to_uC:.2f} uC/cm2")
print(f"  potential step under bias = {np.sum(n_bias)*dX*to_mV:.3f} mV")
print("Neglected effects")
print(f"back-action on Pz = {back_action*100:.4f} % of Ps")
print(f"lattice planes {plane_spacing*1e9:.2f} nm apart: 2w ="
      f" {2*w/plane_spacing:.1f} spacings")
print(f"  peak on planes = {max(abs(nc))*to_uC:.5f} uC/cm2,"
      f" |int|/int|.| = {coarse_ratio:.1e}")
print(f"kT/e at {T:.0f} K = {k_B*T/q_e*1e3:.2f} mV")
print(f"thermal rms Px in a cube of side 2w = {thermal*100:.3f} uC/cm2")
print(f"wall area where thermal rms equals peak = {area*1e18:.0f} nm2")
print(f"Debye length at {carriers/1e6:.0e} cm-3, eps {eps_static:.0f} ="
      f" {debye*1e9:.2f} nm")
print(f"peak |Ex| = {peak*Ps*depol/1e8:.4f} MV/cm; rough breakdown"
      f" {breakdown/1e8:.0f} MV/cm")
print(f"electrode screening length {screening_length*1e9:.3f} nm:"
      f" surface potential {V_surface:.3f} V")
print(f"  stray Ex at quarter depth = {stray/1e8:.3f} MV/cm,"
      f" Px = {stray_P*100:.3f} uC/cm2")
print("done: every assertion held")
```

Output:

```
Ps = 25.0 uC/cm2; w = 0.50 nm; film 10 nm
chi_z = 25; chi_x bulk 25, wall centre 50; eps_b = 5
f = 3.0 V; q/c = 0.050 m4/C2
F = 1.0 V; s/C = 0.040 m4/C2
lambda = 0.130 V m4/C2
|A| = 2.2588e+09 m/F; B = 3.6141e+10 m5/(F C2)
g = h = 2.8235e-10 m3/F; a = 2.2588e+09 m/F; b = 3.6141e+10 m5/(F C2)
1/(eps0 eps_b) = 2.2588e+10 m/F
scaled kappa = 11.000, beta = 1.000, eta = 0.500, gamma = 1.000, Lam = 0.02878
Landau coercive field = 2.17 MV/cm
peak flexoelectric field = 0.1251 MV/cm
Profile: x (nm), Pz (uC/cm2), Px (uC/cm2)
   -1.00   -24.101   -0.00927
   -0.50   -19.041   -0.03737
   -0.25   -11.554   -0.03825
    0.00    -0.000    0.00000
    0.25    11.554    0.03825
    0.50    19.041    0.03737
    1.00    24.101    0.00927
peak |Px| = 0.04201 uC/cm2 at |x| = 0.363 nm
peak |Px|/Ps = 0.168 %
local estimate of peak, no h term = 0.04889 uC/cm2
peak without depolarizing field = 0.1952 uC/cm2
suppression by depolarizing field = 4.65 times
relative oddness error = 3.8e-09
|int Px dx| / int |Px| dx = 5.6e-10
int x Px dx = 0.03076 uC/cm2 nm2
same, constant K = a+1/(eps0 eps_b): 0.03270 uC/cm2 nm2
potential at wall centre = -6.555 mV
potential step across wall below 1e-06 mV
lowest stiffness/|A|: 11.500; no depolarization 1.500
soft test case (kappa -1.5, beta 3, eta 0.5): lowest -0.500, int n dX = 1.896
stiffness 1.5 times larger on one side: |int|/int|.| = 0.200
bias 0.5 MV/cm: Pz = -23.81 and 26.04 uC/cm2
  potential step under bias = 1.206 mV
Neglected effects
back-action on Pz = 0.0026 % of Ps
lattice planes 0.25 nm apart: 2w = 4.0 spacings
  peak on planes = 0.03431 uC/cm2, |int|/int|.| = 2.2e-09
kT/e at 300 K = 25.85 mV
thermal rms Px in a cube of side 2w = 1.236 uC/cm2
wall area where thermal rms equals peak = 866 nm2
Debye length at 1e+18 cm-3, eps 30 = 6.55 nm
peak |Ex| = 0.0949 MV/cm; rough breakdown 4 MV/cm
electrode screening length 0.005 nm: surface potential 0.141 V
  stray Ex at quarter depth = 0.282 MV/cm, Px = 0.625 uC/cm2
done: every assertion held
```
